**Optical mass of a degenerate Kane band**

For an isotropic band E(1 + αE) = ħ²k²/(2m₀) filled at zero temperature to E_F, the program tests m_opt = m₀(1 + 2αE_F). Here m₀ is the band-edge mass, α the nonparabolicity parameter, E_F the Fermi energy above the band edge, and m_opt the mass that sets the free-carrier response. The program obtains m_opt from the mean velocity of a shifted Fermi sea, using numerical eigenvalues of a two-level matrix, and asserts agreement with the formula for three values of α. It also asserts the state count, the radial curvature mass, the result for ellipsoidal valleys, the equality of two thermal averages, and the plasma frequency found by following an oscillation in time. For rough parameters of n-type silicon at 10²⁰ cm⁻³, the output gives m_opt/m₀ = 1.071 at zero temperature and 1.101 at 300 K. Valley anisotropy changes the zero-temperature optical mass from 0.344 to 0.277 free-electron masses. The interband and exchange entries are scale estimates, not calculated corrections to the mass.

## Check in Python

```python
# RESULT UNDER TEST: an isotropic band E(1 + alpha E) = hbar^2 k^2 / (2 m0),
# filled at zero temperature to the Fermi energy EF above its edge, has the
# optical mass m_opt = m0 (1 + 2 alpha EF).
# Symbols: alpha = nonparabolicity (1/eV), m0 = band-edge mass (units of the
# free-electron mass), k = wavevector from the valley minimum (1/nm), energies
# in eV, n = electron density. m_opt is defined by the current of a Fermi sea
# shifted rigidly in k. The band comes from a two-level matrix with gap 1/alpha.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m_e), eV nm^2
KB = sc.k / sc.e                               # eV/K

# Rough typical inputs for heavily doped n-type silicon
density_cm3 = 1e20
valleys = 6
m_long, m_trans = 0.92, 0.19
alpha = 0.5
eps_inf = 11.7
mobility_cm2 = 80.0
lattice_nm = 0.543
x_fraction = 0.15          # minimum-to-X distance in units of 2 pi / a
x_height = 0.13            # energy of X above the minimum, eV
interband_gap = 0.5        # next conduction band, eV

n = density_cm3 * 1e-21                        # 1/nm^3
m0 = (m_long * m_trans**2) ** (1 / 3)


def fermi_k(dens):
    return (3 * np.pi**2 * dens / valleys) ** (1 / 3)


def kane_energy(k, mass, a):
    # stable root of E(1 + a E) = C k^2 / mass
    g = C * k**2 / mass
    return 2 * g / (1 + np.sqrt(1 + 4 * a * g))


def matrix_energy(kvec, masses, a):
    # upper eigenvalue of two levels (0 and -gap), coupling linear in k
    gap = 1 / a
    coupling = np.sqrt(gap * C * np.sum(kvec**2 / masses, axis=-1))
    h = np.zeros(coupling.shape + (2, 2))
    h[..., 0, 1] = coupling
    h[..., 1, 0] = coupling
    h[..., 1, 1] = -gap
    return np.linalg.eigvalsh(h)[..., 1]


# Quadrature nodes and normalized weights in the unit ball
x, wx = np.polynomial.legendre.leggauss(12)
r, wr = (x + 1) / 2, wx / 2
phi = 2 * np.pi * (np.arange(12) + 0.5) / 12
R, U, P = np.meshgrid(r, x, phi, indexing="ij")
S = np.sqrt(1 - U**2)
ball = np.stack([R * S * np.cos(P), R * S * np.sin(P), R * U], -1).reshape(-1, 3)
weight = (wr[:, None, None] * R**2 * wx[None, :, None]).ravel()
weight = weight / weight.sum()


def mean_slope(shift, axis, masses, a, kf):
    # mean dE/dk along axis for a filled sea displaced by shift
    md = np.prod(masses) ** (1 / 3)
    k = kf * ball * np.sqrt(masses / md)
    k[:, axis] += shift
    step = np.zeros(3)
    step[axis] = 1e-3
    diff = matrix_energy(k + step, masses, a) - matrix_energy(k - step, masses, a)
    return np.dot(weight, diff) / 2e-3


def sea_mass(axis, masses, a, kf):
    shift = 1e-3 * kf
    return 2 * C * shift / mean_slope(shift, axis, masses, a, kf)


kf = fermi_k(n)
ef = kane_energy(kf, m0, alpha)
ratio = 1 + 2 * alpha * ef
m_opt = m0 * ratio
iso = np.array([m0, m0, m0])

# Density: count allowed wavevectors of a large periodic box
box = 400.0
dk_box = 2 * np.pi / box
top = int(kf / dk_box) + 1
i2 = np.arange(-top, top + 1) ** 2
inside = i2[:, None, None] + i2[None, :, None] + i2[None, None, :]
count = np.count_nonzero(inside * dk_box**2 <= kf**2)
n_count = 2 * valleys * count / box**3
assert abs(n_count / n - 1) < 2e-3             # lattice surface noise

# Main result from the shifted sea, weak to strong nonparabolicity
for a in (0.5, 3.0, 10.0):
    ef_a = matrix_energy(np.array([[0.0, 0.0, kf]]), iso, a)[0]
    assert abs(ef_a - kane_energy(kf, m0, a)) < 1e-10
    assert abs(sea_mass(2, iso, a, kf) / (m0 * (1 + 2 * a * ef_a)) - 1) < 1e-5
m_sea = sea_mass(2, iso, alpha, kf)
density_form = m0 * np.sqrt(1 + 4 * alpha * C * kf**2 / m0)
assert abs(m_sea / density_form - 1) < 1e-5

# Radial curvature mass at the Fermi surface is a different quantity
h = 1e-3
curv = (kane_energy(kf + h, m0, alpha) - 2 * ef
        + kane_energy(kf - h, m0, alpha)) / h**2
m_radial = 2 * C / curv
assert abs(m_radial / (m0 * ratio**3) - 1) < 1e-5
surface_only = 3 / (1 / m_radial + 2 / m_opt)
assert abs(surface_only / m_sea - 1) > 1e-2

# Ellipsoidal valleys: average inverse mass over the three axes
ell = np.array([m_trans, m_trans, m_long])
m_ell = 3 / sum(1 / sea_mass(j, ell, alpha, kf) for j in range(3))
m_cond = 3 / np.sum(1 / ell)
assert abs(m_ell / (m_cond * ratio) - 1) < 1e-5

# Thermal averages at fixed density
dk = 3.5 / 20000
kg = (np.arange(20000) + 0.5) * dk
eg = kane_energy(kg, m0, alpha)
ep, em = kane_energy(kg + h, m0, alpha), kane_energy(kg - h, m0, alpha)
slope = (ep - em) / (2 * h)
laplacian = (ep - 2 * eg + em) / h**2 + 2 * slope / kg


def thermal(temp):
    kt = KB * temp
    norm = kf**3 / 3

    def excess(mu):
        return np.sum(kg**2 * expit((mu - eg) / kt)) * dk - norm
    mu = brentq(excess, -0.5, 0.5, xtol=1e-13)
    f = expit((mu - eg) / kt)
    inv_sea = np.sum(kg**2 * f * laplacian) * dk / norm * m0 / (6 * C)
    edge = f * (1 - f) / kt * slope * kg**3 / 3
    inv_edge = np.sum(edge / (1 + 2 * alpha * eg)) * dk / norm
    assert abs(inv_sea / inv_edge - 1) < 1e-5
    tail = np.sum((kg**2 * f)[eg > x_height]) * dk / norm
    return 1 / inv_sea, mu, tail


cold, t77, t300 = thermal(5.0), thermal(77.0), thermal(300.0)
assert abs(cold[0] / ratio - 1) < 1e-4
assert ratio < t77[0] < t300[0]

# Plasma oscillation: follow displacement u and sea shift q in time
# (time unit hbar/eV); restoring force constant in eV/nm^2
spring = n * sc.e / (sc.epsilon_0 * eps_inf) * 1e9


def plasma(mass):
    return np.sqrt(2 * C * spring / mass)


dt, u, t = 0.05, 0.01, 0.0
q = -spring * u * dt / 2
while True:
    u_new = u + dt * mean_slope(q, 2, iso, alpha, kf)
    if u_new <= 0:
        quarter = t + dt * u / (u - u_new)
        break
    u, t = u_new, t + dt
    q -= spring * u * dt
    assert t < 100
ep_time = np.pi / (2 * quarter)
ep_opt, ep_edge = plasma(m_opt), plasma(m0)
assert abs(ep_time / ep_opt - 1) < 2e-4


def wavelength_um(energy):
    return sc.h * sc.c / (energy * sc.e) * 1e6


# Reading density from the plasma energy with the band-edge mass
n_read = ep_time**2 * m0 / (2 * C) * sc.epsilon_0 * eps_inf / (sc.e * 1e9)
assert abs(n_read / n * ratio - 1) < 5e-4

# Scattering: zero of the real part of the damped dielectric function
damping = sc.hbar / (m_opt * sc.m_e * mobility_cm2 * 1e-4)


def real_eps(w):
    return (eps_inf * (1 - ep_opt**2 / (w * (w + 1j * damping)))).real


zero_damped = brentq(real_eps, 0.02, 1.0)
assert abs(zero_damped**2 - (ep_opt**2 - damping**2)) < 1e-8

# Other neglected effects, as sizes only
k_long = kf * np.sqrt(m_long / m0)
k_to_x = x_fraction * 2 * np.pi / lattice_nm
assert k_long < k_to_x
eps_inter = spring * eps_inf * 2 * C / (interband_gap**2 - ep_opt**2)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps_inf) * 1e9
exchange = coulomb * kf / np.pi

print("INPUTS (rough, heavily doped n-type silicon)")
print(f"electron density            {density_cm3:.1e} cm^-3")
print(f"number of valleys           {valleys}")
print(f"longitudinal mass           {m_long:.2f} m_e")
print(f"transverse mass             {m_trans:.2f} m_e")
print(f"nonparabolicity alpha       {alpha:.2f} 1/eV")
print(f"background permittivity     {eps_inf:.1f}")
print(f"mobility                    {mobility_cm2:.0f} cm^2/Vs")
print("ISOTROPIC MODEL, T = 0")
print(f"band-edge mass m0           {m0:.4f} m_e")
print(f"Fermi wavevector            {kf:.4f} 1/nm")
print(f"density from state count    {n_count * 1e21:.4e} cm^-3")
print(f"parabolic Fermi energy      {C * kf**2 / m0:.5f} eV")
print(f"Kane Fermi energy           {ef:.5f} eV")
print(f"1 + 2 alpha EF              {ratio:.5f}")
print(f"optical mass, formula       {m_opt:.5f} m_e")
print(f"optical mass, shifted sea   {m_sea:.5f} m_e")
print(f"radial curvature mass at kF {m_radial:.5f} m_e")
print(f"Fermi-surface-only average  {surface_only:.5f} m_e")
print(f"plasma energy with m0       {ep_edge:.5f} eV")
print(f"plasma energy with m_opt    {ep_opt:.5f} eV")
print(f"plasma energy, time run     {ep_time:.5f} eV")
print(f"plasma wavelength, m_opt    {wavelength_um(ep_opt):.3f} um")
print(f"density read using m0       {n_read * 1e21:.3e} cm^-3")
print("DENSITY TABLE: n (cm^-3), EF (eV), m_opt/m0")
for dens in (2e19, 5e19, 1e20):
    e_d = kane_energy(fermi_k(dens * 1e-21), m0, alpha)
    print(f"  {dens:.1e}  {e_d:.4f}  {1 + 2 * alpha * e_d:.4f}")
print("NEGLECTED EFFECTS")
for temp, res in ((77, t77), (300, t300)):
    print(f"{temp} K: kT/EF                {KB * temp / ef:.3f}")
    print(f"{temp} K: chemical potential   {res[1]:.4f} eV")
    print(f"{temp} K: m_opt/m0             {res[0]:.4f}")
    print(f"{temp} K: electrons above X    {100 * res[2]:.2f} %")
print(f"energy of X above minimum   {x_height:.2f} eV (rough input)")
print(f"harmonic-mean edge mass     {m_cond:.4f} m_e")
print(f"ellipsoidal optical mass    {m_ell:.4f} m_e")
print(f"ellipsoidal plasma energy   {plasma(m_ell):.4f} eV")
print(f"ellipsoidal wavelength      {wavelength_um(plasma(m_ell)):.2f} um")
print(f"longitudinal reach of sea   {k_long:.3f} 1/nm")
print(f"distance from minimum to X  {k_to_x:.3f} 1/nm")
print(f"scattering width hbar/tau   {damping:.4f} eV")
print(f"damped zero of Re epsilon   {zero_damped:.4f} eV")
print(f"next-band energy            {interband_gap:.2f} eV (rough input)")
print(f"next-band permittivity      {eps_inter:.2f} (unit strength)")
print(f"exchange energy at kF       {exchange:.4f} eV")
print(f"2 alpha times exchange      {2 * alpha * exchange:.4f} (scale)")
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS (rough, heavily doped n-type silicon)
electron density            1.0e+20 cm^-3
number of valleys           6
longitudinal mass           0.92 m_e
transverse mass             0.19 m_e
nonparabolicity alpha       0.50 1/eV
background permittivity     11.7
mobility                    80 cm^2/Vs
ISOTROPIC MODEL, T = 0
band-edge mass m0           0.3214 m_e
Fermi wavevector            0.7902 1/nm
density from state count    9.9993e+19 cm^-3
parabolic Fermi energy      0.07402 eV
Kane Fermi energy           0.07146 eV
1 + 2 alpha EF              1.07146
optical mass, formula       0.34441 m_e
optical mass, shifted sea   0.34441 m_e
radial curvature mass at kF 0.39540 m_e
Fermi-surface-only average  0.35988 m_e
plasma energy with m0       0.19148 eV
plasma energy with m_opt    0.18498 eV
plasma energy, time run     0.18498 eV
plasma wavelength, m_opt    6.703 um
density read using m0       9.333e+19 cm^-3
DENSITY TABLE: n (cm^-3), EF (eV), m_opt/m0
  2.0e+19  0.0250  1.0250
  5.0e+19  0.0456  1.0456
  1.0e+20  0.0715  1.0715
NEGLECTED EFFECTS
77 K: kT/EF                0.093
77 K: chemical potential   0.0709 eV
77 K: m_opt/m0             1.0739
77 K: electrons above X    0.00 %
300 K: kT/EF                0.362
300 K: chemical potential   0.0611 eV
300 K: m_opt/m0             1.1008
300 K: electrons above X    6.15 %
energy of X above minimum   0.13 eV (rough input)
harmonic-mean edge mass     0.2583 m_e
ellipsoidal optical mass    0.2768 m_e
ellipsoidal plasma energy   0.2063 eV
ellipsoidal wavelength      6.01 um
longitudinal reach of sea   1.337 1/nm
distance from minimum to X  1.736 1/nm
scattering width hbar/tau   0.0420 eV
damped zero of Re epsilon   0.1801 eV
next-band energy            0.50 eV (rough input)
next-band permittivity      0.64 (unit strength)
exchange energy at kF       0.0310 eV
2 alpha times exchange      0.0310 (scale)
ALL CHECKS PASSED
```
